Rees Self-Scattering: Why Fictitious Events Leave Carrier Transport Statistics Unchanged, part 1

(Sections cited here and not found follow in the second part.)

## First half: one flight and its fictitious events

### What dimensions and symmetry already fix

A carrier in a Monte Carlo simulation drifts freely, scatters, and drifts again. Suppose that the end of each free flight is decided by a clock with one constant rate Γ, in s⁻¹. The clock has no memory: having waited a time s without an event must not change the law of the further wait t. If S(t) is the probability of no event up to t, this symmetry reads

S(t + s) = S(t) S(s).

Differentiating with respect to s at s = 0 gives dS/dt = S′(0) S(t). The constant −S′(0) is the event rate at the start, which is Γ, and S(0) = 1. Hence

S(t) = exp(−Γt).

Since 1/Γ is the only time available, a flight time must be a dimensionless random number divided by Γ. With r uniform between 0 and 1 that number is −ln r, because the event −(ln r)/Γ > t is the event r < exp(−Γt), whose probability is exp(−Γt).

The physical scattering rates are smaller than Γ, so some clock events must be declared empty. Let mechanism j have physical rate λ_j, and let its probability of being chosen at a clock event depend on λ_j and Γ alone. A probability is dimensionless, so it has the form g(λ_j/Γ). Mechanisms may be relabelled: two with rates xΓ and yΓ can be booked as one with rate (x + y)Γ, and the physics cannot depend on the bookkeeping. Therefore

g(x + y) = g(x) + g(y), for x + y ≤ 1.

If one mechanism has rate Γ, the clock is already correct and no event is empty, so g(1) = 1. Adding n equal parts gives g(1/n) = 1/n, and then g(m/n) = m/n. Since g is nonnegative, additivity also makes it nondecreasing, and squeezing any x between fractions gives g(x) = x. The form is fixed:

probability of mechanism j = λ_j/Γ,
probability of an empty event = 1 − λ/Γ, with λ = Σ_j λ_j.

This requires λ ≤ Γ. The argument does not show that the recipe works when λ changes during the flight, nor does it say at which moment λ must be evaluated. Both questions need a calculation.

### A constant physical rate

Take first a rate λ that does not change. Let g_n(t) be the probability density that clock event number n + 1 occurs at time t. The first has g₀ = Γ exp(−Γt). Each later one follows its predecessor, at time s, after a fresh wait t − s:

g_{n+1}(t) = ∫₀ᵗ g_n(s) Γ exp[−Γ(t − s)] ds.

If g_n(s) = Γ (Γs)ⁿ exp(−Γs)/n!, the exponentials combine to exp(−Γt), which leaves the integral, and

g_{n+1}(t) = Γ exp(−Γt) (Γⁿ⁺¹/n!) ∫₀ᵗ sⁿ ds = Γ exp(−Γt) (Γt)ⁿ⁺¹/(n + 1)!.

The form holds for n = 0, so it holds for every n by induction.

The first physical event is clock event n + 1 if n empty events are followed by a filled one. The probability of that is (1 − λ/Γ)ⁿ λ/Γ. Summing over n gives the density of the first physical event:

Σ_n g_n(t) (1 − λ/Γ)ⁿ λ/Γ
= λ exp(−Γt) Σ_n [(Γ − λ)t]ⁿ/n!
= λ exp(−Γt) exp[(Γ − λ)t]
= λ exp(−λt).

The clock rate has disappeared, and what remains is the law of a process with rate λ.

Two limits show how this happens. For λ = Γ only the term n = 0 survives, and there are no empty events. For λ much smaller than Γ almost every event is empty; the rare filled ones are still separated by a mean time 1/λ, because the mean number of clock events needed, Γ/λ, multiplies the mean spacing 1/Γ.

### The physical flight in a field

Now let the carrier have wavevector k and be accelerated by a constant force 𝓕:

ħ dk/dt = 𝓕, so that k(t) = k(0) + 𝓕t/ħ.

The description is semiclassical. Position and wavevector are both definite, and scattering is instantaneous. Mechanism j takes k to a region dk′ around k′ with probability W_j(k,k′) dk′ per unit time. The partial and total rates are

λ_j(k) = ∫ W_j(k,k′) dk′, λ(k) = Σ_j λ_j(k).

The rates are assumed to depend on the present wavevector alone. This excludes a degenerate carrier gas, in which the occupation of the final states would enter.

Along the flight the rate is a known function of time, λ(k(t)), written λ(t) below. The probability S(t) of no physical event up to t decreases in a short time dt by the probability that the flight has survived and ends now:

dS = −S(t) λ(t) dt, S(0) = 1.

Dividing by S and integrating gives

S(t) = exp[−Λ(t)], Λ(t) = ∫₀ᵗ λ(s) ds.

The probability that the first physical event happens in dt, is of type j, and ends in dk′ is the survival probability times the rate for that transition:

S(t) W_j(k(t),k′) dt dk′.  (1)

Expression (1) contains the complete statistics of one physical flight, and any change of algorithm has to reproduce it.

To draw a flight time directly from this law one must solve Λ(t) = −ln r. With a realistic band and several mechanisms, Λ is an integral without a simple inverse, and the equation has to be solved anew for each flight. Self-scattering removes this labour.

### The fictitious process

Choose a constant Γ with

Γ ≥ λ(k) for every k through which the carrier can pass,

and add to the physical mechanisms one more, with index 0:

W₀(k,k′) = λ₀(k) δ(k − k′), λ₀(k) = Γ − λ(k) ≥ 0.

The delta function integrates to one over k′, so λ₀ is the total rate of this mechanism. The sum of all rates is λ + λ₀ = Γ in every state, and flight times can be drawn as −(ln r)/Γ.

The final wavevector of a fictitious event equals the initial one. This does not mean that the wavevector stays constant in time, since the force goes on changing it. It means that there is no jump. The path after the event is also the path that would have been followed without it, because the equation of motion is first order in time and its solution is fixed by the present k. For an event at time s,

k(s) + 𝓕(t − s)/ħ = k(0) + 𝓕s/ħ + 𝓕(t − s)/ħ = k(0) + 𝓕t/ħ.

Cutting the flight at s and restarting it leaves k(t) as it was. One function λ(t) therefore describes the rate along the whole flight, however many fictitious events interrupt it.

### Counting fictitious events along a flight

Let h_n(t) be the density for a clock event at time t that was preceded by n clock events, all fictitious. The nature of the event at t itself is left open. For n = 0,

h₀(t) = Γ exp(−Γt).

For the next order, the event at some earlier time s must turn out fictitious, with probability λ₀(s)/Γ, and the clock must then run for t − s:

h_{n+1}(t) = ∫₀ᵗ h_n(s) [λ₀(s)/Γ] Γ exp[−Γ(t − s)] ds.  (2)

The probability is evaluated at s, the moment of the event, because the fictitious rate was defined by the state in which the event occurs.

Define Λ₀(t) = ∫₀ᵗ λ₀(s) ds = Γt − Λ(t), and suppose that

h_n(t) = Γ exp(−Γt) [Λ₀(t)]ⁿ/n!.  (3)

This is true for n = 0. Inserting it in (2), the factors Γ in the bracket and the clock density cancel, and exp(−Γs) exp[−Γ(t − s)] = exp(−Γt). Since λ₀(s) ds = dΛ₀,

h_{n+1}(t) = Γ exp(−Γt) (1/n!) ∫ Λ₀ⁿ dΛ₀ = Γ exp(−Γt) [Λ₀(t)]ⁿ⁺¹/(n + 1)!,

where the integral runs from 0 to Λ₀(t). This is (3) with n replaced by n + 1, so (3) holds for all n. For constant λ it reduces to g_n(1 − λ/Γ)ⁿ, as it should.

The sum over n is an exponential series:

Σ_n h_n(t) = Γ exp(−Γt) exp[Γt − Λ(t)] = Γ exp[−Λ(t)] = Γ S(t).  (4)

At the clock event the type j is chosen with probability λ_j/Γ, and the final state is drawn from the normalized density W_j/λ_j. The density of the first physical event is the product

Γ S(t) × (λ_j/Γ) × (W_j/λ_j) = S(t) W_j(k(t),k′).

This is expression (1). The time, the mechanism and the final wavevector of the first physical event have jointly the law of the original process, and Γ has dropped out.

The intermediate result also tells how many fictitious events occur. A clock event follows at rate Γ in every state, so h_n = Γ P_n, where P_n(t) is the probability of n fictitious and no physical events up to t:

P_n(t) = exp(−Γt) [Λ₀(t)]ⁿ/n!.

Given that no physical event has happened, the probability of n is P_n/S = exp(−Λ₀) Λ₀ⁿ/n!, a Poisson law with mean Λ₀(t).

The mean number before the first physical event, at time T, follows by integrating the density S(t)λ₀(t) of fictitious events on surviving flights:

∫ S (Γ − λ) dt = Γ⟨T⟩ − 1.  (5)

Here ∫ S dt = ⟨T⟩, by partial integration of ∫ t(−dS/dt) dt, and ∫ λS dt = 1 because λS = −dS/dt and S falls from 1 to 0.

### A flight that crosses a threshold twice

A channel with one parabolic subband gives a rate that changes during the flight but can still be integrated by hand. Let E = ħ²k²/(2m), with k in the plane of the channel, and let each mechanism scatter with equal strength into all directions of the plane:

W_j = C_j δ(E′ − E − Δ_j).

The energy change Δ_j is 0 for elastic scattering, +ħω₀ for phonon absorption and −ħω₀ for emission. In two dimensions d²k′ becomes 2πk′ dk′ = (2πm/ħ²) dE′ after the angular integration. The integral over the delta function is then 2πmC_j/ħ² whenever the final energy is positive. Each partial rate is thus constant, and emission switches on at E = ħω₀.

The chosen parameters are m = 0.20 electron masses, ħω₀ = 50 meV, a temperature of 300 K, an elastic rate of 2 ps⁻¹, and phonon rates bN and b(N + 1) with b = 5 ps⁻¹. The phonon occupation is N = 1/[exp(ħω₀/k_BT) − 1] = 0.1690. Hence

absorption: 5 × 0.1690 = 0.845 ps⁻¹,
emission: 5 × 1.1690 = 5.845 ps⁻¹,
total below threshold: λ_L = 2.845 ps⁻¹,
total above threshold: λ_H = 8.690 ps⁻¹.

The value Γ = 10 ps⁻¹ is an upper bound for all energies. These are round model parameters, not those of a particular material. In a real channel higher subbands, other valleys and nonparabolicity raise the rates at larger energies, so this bound and the steady-state numbers below belong to the model only.

An electric field F = 5×10⁵ V/m points along −x, so the force eF on the electron points along +x. The threshold wavevector is k_th = (2mω₀/ħ)^½ = 5.123×10⁸ m⁻¹ and dk_x/dt = eF/ħ = 7.596×10²⁰ m⁻¹s⁻¹. The time to gain k_th is 0.6744 ps. Start at k_x = −0.7 k_th, k_y = 0.8 k_th. The energy is (0.49 + 0.64)ħω₀, above threshold. The electron is below threshold while |k_x| < 0.6 k_th, that is, between

t₁ = 0.1 × 0.6744 = 0.0674 ps and t₂ = 1.3 × 0.6744 = 0.877 ps.

At t = 0.3 ps the integrated rates are

Λ = 8.690 × 0.06744 + 2.845 × 0.23256 = 1.248,
Λ₀ = 10 × 0.3 − 1.248 = 1.752.

Repeated numerical convolution of (2), with the trapezoid rule and a step of 0.25 fs, gives P₀ to P₄ as 0.0498, 0.0873, 0.0765, 0.0447 and 0.0196. These five add to 0.278. With the higher orders the sum is 0.2873, while exp(−Λ) = 0.2872. The trapezoid rule can misplace a jump of the rate by half a step, which changes an exponent by up to 0.000125 × 5.845 = 7×10⁻⁴, so a difference in the fourth decimal is no surprise.

The mean time to the first physical event is the integral of S over the three parts. With S(t₁) = exp(−0.5861) = 0.5565 and S(t₂) = 0.5565 exp(−2.302) = 0.0557,

⟨T⟩ = (1 − 0.5565)/8.690 + (0.5565 − 0.0557)/2.845 + 0.0557/8.690
= 0.0510 + 0.1760 + 0.0064 = 0.2335 ps.

A simulation of 200 000 first events with fictitious scattering gives 0.2335 ± 0.0006 ps, where the uncertainty is one standard error. The elastic and absorption rates are constant, so their shares of first events are 2 × 0.2335 = 0.467 and 0.845 × 0.2335 = 0.197. Emission acts during the first and third parts and has the share 5.845 × 0.0574 = 0.336. The simulated shares are 0.466, 0.199 and 0.335. Equation (5) predicts 10 × 0.2335 − 1 = 1.335 fictitious events before the first physical one, and the simulation counts 1.336.

## Second half: the whole path, averages and limits

### Symbols and results carried over

The carrier obeys ħ dk/dt = 𝓕 between events. W_j(k,k′) is the transition density of physical mechanism j, λ_j its total rate, and λ = Σ_j λ_j. A constant Γ ≥ λ drives the clock, and the fictitious rate is λ₀ = Γ − λ. A fictitious event leaves k where it is. With Λ the time integral of λ along the flight and S = exp(−Λ), the first half showed that the first physical event has density S(t)W_j(k(t),k′) for every permitted Γ. It also showed that the probability of no physical event up to t, summed over all numbers of fictitious ones, is S(t).

The channel model has elastic scattering at 2 ps⁻¹, absorption at 0.845 ps⁻¹ and, above the phonon energy ħω₀ = 50 meV, emission at 5.845 ps⁻¹. The total rate is λ_L = 2.845 ps⁻¹ below and λ_H = 8.690 ps⁻¹ above threshold. The field is F = 5×10⁵ V/m and the mass m is 0.20 electron masses.

For a single flight, the time, mechanism and final wavevector of the first physical event have the same joint law with fictitious scattering as without it, for every permitted Γ. It remains to extend this to the whole path, to see what the clock events sample, and to examine what happens when Γ is too small or the choice of mechanism uses the rate at the wrong moment.
